# Conductance and Shot Noise of a Two-Channel Point Contact

## Problem

The conducting filament of a resistive memory cell can narrow to a constriction that carries a few electron modes. Model such a constriction as a phase-coherent contact between two reservoirs, with two spin-degenerate transmission eigenchannels,

$$T_1=0.9,\qquad T_2=0.3 .$$

The bias is $V=10$ mV. These are chosen model parameters, not properties computed for a material.

(a) Find the conductance $G$ in units of $G_0=2e^2/h$.

(b) Find the zero-temperature Fano factor $F=S/(2eI)$, where $I$ is the mean current and $S$ the low-frequency current noise.

(c) How does temperature change the measured noise, and what do $G$ and $F$ together reveal about the channels?

Electrons are taken as noninteracting and scattering as elastic. The transmissions do not depend on spin, nor on energy within the range that carries current and noise. The charge $e$ is positive, and $I$ counts the flow of electrons from left to right as positive. SI units are used because they are natural for a device.

The noise density $S$ is one-sided. If $Q$ is the charge transferred in a long time $\tau$, and $C(t)$ is the correlation function of the current fluctuations, then $\mathrm{Var}\,Q\simeq\tau\int C(t)\,dt$, while $S=2\int C(t)\,dt$. Hence

$$S=\frac{2\,\mathrm{Var}\,Q}{\tau}.$$

For independent, rare transfers the number of electrons is Poisson distributed, so $\mathrm{Var}\,Q=e^2(I\tau/e)=eI\tau$ and $S=2eI$. The Fano factor is therefore 1 in that case.

## First estimate by scaling

A wave packet built from an energy window $eV$ lasts a time of order $h/(eV)$. One electron per such time, for each spin and channel, gives an incident current of order $2e^2V/h=G_0V$ per channel. The uncertainty argument does not fix the numerical prefactor; take it to be 1 for now.

Replace the two channels by two equal ones with the mean transmission $\bar T=(0.9+0.3)/2=0.6$. Then

$$G_{\rm est}=2\bar T\,G_0=1.2\,G_0 .$$

If each attempt succeeds with probability $\bar T$, its variance is $\bar T(1-\bar T)$ and its mean is $\bar T$. The ratio gives

$$F_{\rm est}=1-\bar T=0.4 .$$

Two things need checking: the prefactor of the attempt rate, and the replacement of unequal channels by their average.

## Exact solution within the model

### Attempt rate and conductance

Consider one incoming mode on a length $L$. Its wave numbers are spaced by $2\pi/L$, so an interval $dk$ contains $L\,dk/2\pi$ states. An electron in one of them has density $1/L$ and velocity $v=\hbar^{-1}dE/dk$. The arrival rate from this interval, per spin, is

$$\frac{L\,dk}{2\pi}\,\frac{v}{L}=\frac{dE}{2\pi\hbar}=\frac{dE}{h}.$$

The velocity has cancelled against the density of states, which confirms the prefactor 1. At zero temperature, states incident from the left are filled in a window of width $eV$ in which those from the right are empty. With two spins there are $2eV/h$ attempts per second in each channel, and

$$I=e\,\frac{2eV}{h}\sum_nT_n,\qquad \frac{G}{G_0}=\sum_nT_n=0.9+0.3=1.2 .$$

### Variance of the transferred number

At zero temperature the electrons form a Slater determinant. Let $P$ be the one-electron projector on the region to the right of the contact, and $N_R$ the number of electrons there. Acting on the determinant, the operator $N_R$ either leaves it unchanged, with weight $\langle N_R\rangle$, or promotes an electron from an occupied orbital $a$ to an empty orbital $j$, with amplitude $P_{ja}$. The variance is the squared norm of the promoted part:

$$\mathrm{Var}\,N_R=\sum_{a\,\rm occ}\sum_{j\,\rm empty}|P_{ja}|^2 .$$

Write the sum over empty orbitals as the sum over all orbitals minus that over occupied ones, and use $P^2=P$:

$$\mathrm{Var}\,N_R=\sum_aP_{aa}-\sum_{ab}|P_{ab}|^2=\mathrm{Tr}(M-M^2),$$

where $M$ is the matrix of $P$ among occupied orbitals.

Below the bias window, the states incident from both sides are filled. All outgoing states at those energies are then filled too, so they add nothing to the part of the variance that grows in proportion to time. Only the orbitals in the window remain, and for these choose successive orthogonal packets that fill it. In a time $\tau$ there are $\tau eV/h$ of them per spin and mode. Let $t$ be the matrix of transmission amplitudes. Since $t$ does not depend on energy, it does not distort the packets, and transmitted packets from different attempts remain orthogonal. Each attempt thus contributes its own block $M=t^\dagger t$. Packets still crossing the contact when counting stops are neglected against the total number. Counting both spins,

$$\mathrm{Var}\,Q=e^2\tau\,\frac{2eV}{h}\,\mathrm{Tr}\!\left[t^\dagger t\,(1-t^\dagger t)\right].$$

The eigenvalues of $t^\dagger t$ are the $T_n$. Multiplying by $2/\tau$ and using $2e^2/h=G_0$,

$$S=2G_0\,eV\sum_nT_n(1-T_n).$$

Division by $2eI=2eG_0V\sum_nT_n$ leaves

$$F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}
=\frac{0.9\times0.1+0.3\times0.7}{1.2}
=\frac{0.09+0.21}{1.2}=0.25 .$$

The more open channel carries three quarters of the current but supplies 0.09 of the 0.30 in the numerator. A filled incident stream is regular, and a nearly open channel passes most of that regularity on.

### Eigenchannels are required

The $T_n$ are eigenvalues, not transmission probabilities of arbitrary incoming modes. Rotate the incoming modes by $30^\circ$. The diagonal elements of $t^\dagger t$ become

$$p_1=0.9\cos^2 30^\circ+0.3\sin^2 30^\circ=0.75,\qquad p_2=1.2-0.75=0.45 .$$

Their sum is still 1.2, so $G$ is unchanged. Inserting them into the eigenvalue formula for $F$ would give

$$\frac{0.75\times0.25+0.45\times0.55}{1.2}=0.3625,$$

which is too large. What is missing are the off-diagonal elements of $t^\dagger t$, which contribute to $\mathrm{Tr}(t^\dagger t)^2$. The full trace restores 0.25.

### A direct count of electrons

The attempt picture was tested on a tight-binding junction with these transmissions and deliberately mixed modes. Initially the left chains are full and the right chains empty, so the populated window is the whole band, of width $4J$, where $J$ is the hopping energy. This large bias is admissible because the junction transmits equally at all band energies.

For one spin, the mean number on the right grows from 76.395 to 152.788 between times $100\,\hbar/J$ and $200\,\hbar/J$, and its variance from 19.476 to 38.606. Dividing the growth rates by the attempt rate $4J/h=0.63662\,J/\hbar$ gives

$$\frac{0.76393}{0.63662}=1.2000,\qquad \frac{0.1913}{0.63662}=0.3005 .$$

Their ratio is a Fano factor of 0.2504. It exceeds 0.25 by about 0.2%, within the 1% tolerance set for this test. A second spin species doubles both mean and variance and leaves $F$ unchanged.

### Nonzero temperature

Let $\Theta$ be the temperature and $f_L,f_R$ the Fermi occupations of states incident from left and right. Consider one eigenchannel and packets much narrower in energy than $k_B\Theta$. If just the left packet is filled, one electron moves right with probability $T$. If just the right one is filled, one moves left with probability $T$. If both are filled, both outgoing states are filled too, and the net transfer is zero. The net number $q$ therefore has

$$\langle q\rangle=T[f_L(1-f_R)-f_R(1-f_L)]=T(f_L-f_R),$$

$$\langle q^2\rangle=T[f_L(1-f_R)+f_R(1-f_L)] .$$

The last bracket equals $f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2$, as expansion shows. Subtracting $\langle q\rangle^2$,

$$\mathrm{Var}\,q=T[f_L(1-f_L)+f_R(1-f_R)]+T(1-T)(f_L-f_R)^2 .$$

With $2\,dE/h$ attempts per second, $S=2G_0\int dE\sum_n\mathrm{Var}\,q_n$. Two integrals are needed. Because $f(1-f)=-k_B\Theta\,df/dE$,

$$\int f(1-f)\,dE=k_B\Theta .$$

For the other, define $A=f_L(1-f_R)$ and $B=f_R(1-f_L)$. The Fermi functions give $A/B=e^{eV/k_B\Theta}$, and $A-B=f_L-f_R$. Hence, with $x=eV/(2k_B\Theta)$,

$$A+B=(A-B)\,\frac{e^{2x}+1}{e^{2x}-1}=(f_L-f_R)\coth x .$$

Since $\int(f_L-f_R)\,dE=eV$, the current is unchanged by temperature, and

$$\int(f_L-f_R)^2dE=\int(A+B)\,dE-2k_B\Theta=eV\coth x-2k_B\Theta .$$

Collecting terms,

$$S=4k_B\Theta\,G+2G_0\,eV\left(\coth x-\frac1x\right)\sum_nT_n(1-T_n).$$

The first term is the equilibrium noise. Subtracting it and dividing by $2eI$ gives

$$\frac{S-4k_B\Theta G}{2eI}=F\left(\coth x-\frac1x\right).$$

For $x\gg1$ the bracket tends to 1; for $x\ll1$ it is approximately $x/3$.

### Numbers at 10 mV

With $G_0=77.481\ \mu$S, the conductance is $1.2\times77.481=92.98\ \mu$S, a resistance of 10.755 k$\Omega$. The current is $0.9298\ \mu$A. Poisson noise would be $2eI=2.979\times10^{-25}$ A²/Hz, and the zero-temperature noise is one quarter of it, $7.448\times10^{-26}$ A²/Hz.

At 4 K, $x=14.51$. The equilibrium noise is $2.054\times10^{-26}$ A²/Hz, or 0.069 of $2eI$. The excess part is $0.25(1-1/14.51)=0.2328$, since $\coth x$ is 1 to this accuracy. The raw ratio $S/(2eI)$ is therefore 0.3017, about 21% above $F$, although $eV$ is 29 times $k_B\Theta$.

At 300 K, $x=0.1934$ and the raw ratio is 5.1865. The excess part has shrunk to $0.25\times0.1934/3=0.0161$, about 0.3% of the total noise. Extracting $F$ at this bias and temperature would require the equilibrium noise to be known much more accurately than that.

The treatment is for low frequency, far below $eV/h=2.418$ THz and, at nonzero temperature, $k_B\Theta/h$. It needs the $T_n$ to be constant over the bias window widened by several $k_B\Theta$ on each side. At 300 K, $k_B\Theta$ is about 26 meV, more than $eV$, and a partly open channel whose transmission changes on that scale alters both $G$ and the small excess noise, so the 300 K figures then do not apply. The treatment also leaves out inelastic scattering, interactions and motion of atoms or trapped charge. Such motion can modulate $G$ itself and add noise proportional to $I^2$, which in a real filament can exceed the shot noise at low frequency.

## Comparison of estimate and solution

The estimate gives the right conductance because $G$ is linear in the transmissions: the mean contains all that is needed. The noise is quadratic. For $N$ channels with mean $\bar T$ and variance $\sigma_T^2$ of the transmissions, $\sum_nT_n^2=N(\bar T^2+\sigma_T^2)$, so

$$F=1-\frac{\sum_nT_n^2}{\sum_nT_n}=1-\bar T-\frac{\sigma_T^2}{\bar T}.$$

Here each $T_n$ differs from 0.6 by 0.3, so $\sigma_T^2=0.09$ and

$$F=1-0.6-\frac{0.09}{0.6}=0.4-0.15=0.25 .$$

The estimate is 60% too high relative to the solution, and the spread between channels accounts for the whole difference.

This sensitivity makes noise informative where conductance is not. Write $g=G/G_0$. If two channels are known to be present, then

$$\sum_nT_n^2=g(1-F)=1.2\times0.75=0.9,$$

$$T_1T_2=\frac{g^2-\sum_nT_n^2}{2}=\frac{1.44-0.9}{2}=0.27 .$$

The transmissions solve $T^2-1.2\,T+0.27=0$, so $T=0.6\pm\sqrt{0.36-0.27}=0.9$ or $0.3$.

The assumption about the channel number matters. Three channels with transmissions 0.9275, 0.1725 and 0.1 also give $g=1.2$ and $F=0.25$, to the accuracy of these rounded values. For these values of $g$ and $F$, the two measured numbers do not determine three transmissions. They still confine the largest one, $T_1$, for any number of channels. From above, $T_1^2\le\sum_nT_n^2=0.9$ gives $T_1\le0.949$. From below, $T_1\ge\sum_nT_n^2/\sum_nT_n=0.75$, and then $\sum_nT_n^2\le T_1^2+(1.2-T_1)^2$, which reaches 0.9 only for $T_1\ge0.9$. What stays open is mainly how the remaining transmission is shared among the weaker channels.

At fixed $g=1.2$ the possible range of $F$ follows from $\sum_nT_n^2$. Moving an amount $\delta>0$ of transmission from a channel $b$ to a channel $a\ge b$ changes this sum by $2\delta(a-b)+2\delta^2>0$ and lowers $F$. The process ends at transmissions 1 and 0.2, where $F=0.16/1.2=0.1333$. For two channels the opposite extreme is 0.6 and 0.6, with $F=0.4$, which is the case the scaling estimate had assumed. A value above 0.4 at this conductance would, within the model, require more than two channels; in a measurement, extra noise from fluctuations of $G$ must be excluded before that conclusion is drawn. The values used here are listed in the numerical output.

## Table of computed values

```
transmissions T1, T2: 0.9, 0.3
bias: 10.0 mV
G0 = 2e^2/h: 77.481 microsiemens
sum of T = G/G0: 1.2000
T(1-T) per channel: [0.09 0.21]
sum of T(1-T): 0.3000
Fano factor: 0.2500
conductance: 92.98 microsiemens
resistance: 10.755 kiloohm
current: 0.9298 microampere
attempts per channel, 2eV/h: 4.8360e+12 per s
frequency scale eV/h: 2.418 THz
Poisson noise 2eI: 2.9793e-25 A^2/Hz
zero-temperature noise S: 7.4483e-26 A^2/Hz
mixed-mode probabilities p: [0.75 0.45]
wrong Fano factor from p: 0.3625
Fano factor from matrix trace: 0.2500
lattice: sites per chain 220, times 100, 200 hbar/J
lattice mean count at the two times: 76.395, 152.788
lattice count variance at the two times: 19.476, 38.606
lattice attempt rate 4J/h: 0.63662 J/hbar
lattice mean rate / attempt rate: 1.2000
lattice variance rate / attempt rate: 0.3005
lattice Fano factor: 0.2504
at 4 K: x = eV/(2 kB Theta) = 14.5056
  equilibrium noise: 2.0539e-26 A^2/Hz
  total noise: 8.9887e-26 A^2/Hz
  raw S/(2eI): 0.3017
  excess noise/(2eI): 0.2328
  Fano factor after thermal correction: 0.2500
at 300 K: x = eV/(2 kB Theta) = 0.1934
  equilibrium noise: 1.5404e-24 A^2/Hz
  total noise: 1.5452e-24 A^2/Hz
  raw S/(2eI): 5.1865
  excess noise/(2eI): 0.0161
  Fano factor after thermal correction: 0.2500
sum of T^2 from G and F: 0.9000
product T1*T2 from G and F: 0.2700
two-channel inversion: [0.9 0.3]
three channels with same G and F: [0.9275 0.1725 0.1   ]
  their G/G0 and F: 1.2000, 0.2500
smallest F at G = 1.2 G0: 0.1333
largest two-channel F at G = 1.2 G0: 0.4000
```
